**Midgap level, slow electron capture: a test of the two-step recombination rate**

The program tests the net recombination rate per centre, r = CnCp(np − ni²)/[Cn(n + n1) + Cp(p + p1)], and the bound r ≤ min(Cn n, Cp p) in three injection cases. Here Cn and Cp are the electron and hole capture coefficients, n and p the carrier densities, ni the intrinsic density, and n1 and p1 the densities with the Fermi level at the defect level. It asserts that the formula agrees with two-state kinetics propagated to steady state. It also asserts that the phonon weights agree with explicit oscillator overlaps, and the Coulomb factor with a numerically integrated radial equation. For the model midgap acceptor, the output gives Cn = 3.8 × 10⁻¹¹ and Cp = 1.5 × 10⁻⁷ cm³/s. At n = p = 10¹⁶ cm⁻³ its recombination rate is about 4% of the radiative rate, and switching off the Coulomb forces raises its total coefficient 85-fold. In the n-type case the same defect gives a hole lifetime of 7 ns, so its efficiency depends on the carrier densities as well as on the coefficients.

## Program and output

```python
"""
A midgap defect can be a poor recombination centre.
Result under test, net recombination rate per centre:
    r = Cn*Cp*(n*p - ni^2) / (Cn*(n + n1) + Cp*(p + p1)),
with r <= min(Cn*n, Cp*p) when n*p > ni^2.
Cn, Cp: electron and hole capture coefficients (cm^3/s)
n, p:   free electron and hole densities (cm^-3)
n1, p1: densities when the Fermi level is at the defect level
Capture: C = s * (2 pi/hbar) * u * W(q) / (phonon energy)
s: thermal Coulomb factor; u: volume times squared coupling
W(q): thermal weight for emitting q phonons; S: Huang-Rhys factor
The main centre is an acceptor with charge states -1 and -2.
Densities are prescribed; all energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import iv

# Model parameters
temperature = 300.0
gap = 1.2
phonon = 0.030
S = 12.0
coupling_A3 = 1.0
mass_ratio = 0.5
dielectric = 10.0
band_density = 1e19
trap_density = 1e15
radiative_B = 1e-10
high_density = 1e16
minority_density = 1e11
donor_shift = 0.15

kT = const.k * temperature / const.e
hbar_eV = const.hbar / const.e
rydberg_eV = const.value("Rydberg constant times hc in eV")
carrier_rydberg = rydberg_eV * mass_ratio / dielectric**2
occupation = 1 / np.expm1(phonon / kT)


def phonon_weight(q):
    """Thermal line weight; negative q means net phonon absorption."""
    argument = 2 * S * np.sqrt(occupation * (occupation + 1))
    return (np.exp(-S * (2 * occupation + 1))
            * ((occupation + 1) / occupation)**(q / 2)
            * iv(abs(q), argument))


# Explicit overlaps of two displaced harmonic oscillators
basis_size = 260
ladder = np.diag(np.sqrt(np.arange(1, basis_size)), 1)
displaced = (np.diag(np.arange(basis_size) + S)
             - np.sqrt(S) * (ladder + ladder.T))
levels, vectors = np.linalg.eigh(displaced)
assert np.allclose(levels[:85], np.arange(85), atol=1e-8)


def explicit_weight(q):
    total = 0.0
    for m in range(max(0, -q), 61):
        probability = (-np.expm1(-phonon / kT)) * np.exp(-m * phonon / kT)
        total += probability * vectors[m, m + q]**2
    return total


q_mid = round(gap / 2 / phonon)
q_shift = round(donor_shift / phonon)
q_total = round(gap / phonon)
for q in (q_mid, q_mid - q_shift, q_mid + q_shift, -q_mid):
    assert np.isclose(explicit_weight(q), phonon_weight(q), rtol=1e-6)
assert np.isclose(explicit_weight(-q_mid) / explicit_weight(q_mid),
                  np.exp(-q_mid * phonon / kT), rtol=1e-6)

# With equal coupling and no Coulomb force, midgap is the best position
series_coefficient = []
for q in range(q_total + 1):
    we, wh = explicit_weight(q), explicit_weight(q_total - q)
    series_coefficient.append(we * wh / (we + wh))
assert int(np.argmax(series_coefficient)) == q_mid


def coulomb_density(x):
    """Density at the centre relative to a free wave; x > 0 repels."""
    if x > 0:
        return x * np.exp(-x) / (-np.expm1(-x))
    return x / np.expm1(x)


def radial_density(eta):
    """The same density ratio from the s-wave radial equation."""
    start, end = 1e-6, 400.0
    solution = solve_ivp(
        lambda r, y: [y[1], (2 * eta / r - 1) * y[0]],
        (start, end), [start + eta * start**2, 1 + 2 * eta * start],
        method="DOP853", rtol=1e-9, atol=1e-12)
    assert solution.success
    value, slope = solution.y[:, -1]
    local_k = np.sqrt(1 - 2 * eta / end)
    return 1 / (local_k * value**2 + slope**2 / local_k)


for eta in (1.0, -1.0, -2.0):
    assert np.isclose(radial_density(eta),
                      coulomb_density(2 * np.pi * eta), rtol=1e-3)


def thermal_coulomb(signed_charge):
    """Maxwell average; positive signed charge means repulsion."""
    a = 2 * np.pi * signed_charge * np.sqrt(carrier_rydberg / kT)
    return quad(lambda v: 4 / np.sqrt(np.pi) * v**2 * np.exp(-v**2)
                * coulomb_density(a / v), 1e-9, 8, epsabs=1e-12,
                epsrel=1e-9, limit=200)[0]


s_repel = thermal_coulomb(1)
s_attract1 = thermal_coulomb(-1)
s_attract2 = thermal_coulomb(-2)
a_one = 2 * np.pi * np.sqrt(carrier_rydberg / kT)
y_peak = (a_one / 2)**(2 / 3)
s_repel_saddle = 4 * a_one * np.sqrt(y_peak / 3) * np.exp(-3 * y_peak)
s_attract2_simple = 4 * a_one / np.sqrt(np.pi)
# The saddle estimate omits corrections of relative order 1/y_peak
assert np.isclose(s_repel, s_repel_saddle, rtol=0.10)
assert np.isclose(s_attract1, 2 * a_one / np.sqrt(np.pi), rtol=0.01)
assert np.isclose(s_attract2, s_attract2_simple, rtol=0.01)

prefactor = 2 * np.pi / hbar_eV * coupling_A3 * 1e-24 / phonon
C_bare = prefactor * phonon_weight(q_mid)
Cn = s_repel * C_bare
Cp = s_attract2 * C_bare
C_total = Cn * Cp / (Cn + Cp)
assert min(Cn, Cp) / 2 <= C_total <= min(Cn, Cp)

ni = band_density * np.exp(-gap / (2 * kT))


def srh_rate(n, p, ce, ch, shift=0.0):
    n1 = ni * np.exp(shift / kT)
    p1 = ni * np.exp(-shift / kT)
    return ce * ch * (n * p - ni**2) / (ce * (n + n1) + ch * (p + p1))


def kinetic_rate(n, p, ce, ch, shift=0.0):
    """Propagate the two charge states until the occupation is steady."""
    n1 = ni * np.exp(shift / kT)
    p1 = ni * np.exp(-shift / kT)
    fill = ce * n + ch * p1
    empty = ce * n1 + ch * p
    generator = np.array([[-fill, empty], [fill, -empty]])
    without, with_electron = expm(
        generator * 50 / (fill + empty)) @ np.array([1.0, 0.0])
    electron_flux = ce * (n * without - n1 * with_electron)
    hole_flux = ch * (p * with_electron - p1 * without)
    assert np.isclose(electron_flux, hole_flux, rtol=1e-4)
    return electron_flux, with_electron


cases = {"equal": (high_density, high_density),
         "n-type": (high_density, minority_density),
         "p-type": (minority_density, high_density)}
rates, filled = {}, {}
for name, (n, p) in cases.items():
    rates[name], filled[name] = kinetic_rate(n, p, Cn, Cp)
    assert np.isclose(rates[name], srh_rate(n, p, Cn, Cp), rtol=1e-4)
    assert rates[name] <= min(Cn * n, Cp * p) * (1 + 1e-6)
assert np.isclose(rates["equal"] / high_density, C_total, rtol=1e-4)

# Level position that minimises re-emission at fixed coefficients
optimum = minimize_scalar(lambda x: Cn * np.exp(x) + Cp * np.exp(-x),
                          bounds=(-20, 20), method="bounded",
                          options={"xatol": 1e-9})
best_shift = kT / 2 * np.log(Cp / Cn)
assert np.isclose(optimum.x * kT, best_shift, atol=1e-6)

# Donor above midgap: D+ captures electrons and D0 captures holes
donor_Cn = s_attract1 * prefactor * phonon_weight(q_mid - q_shift)
donor_Cp = prefactor * phonon_weight(q_mid + q_shift)
donor_rate, _ = kinetic_rate(high_density, high_density,
                             donor_Cn, donor_Cp, donor_shift)
assert np.isclose(donor_rate, srh_rate(high_density, high_density,
                  donor_Cn, donor_Cp, donor_shift), rtol=1e-4)
donor_total = donor_rate / high_density
no_coulomb_rate, _ = kinetic_rate(high_density, high_density,
                                C_bare, C_bare)
no_coulomb_total = no_coulomb_rate / high_density

trap_R = trap_density * rates["equal"]
radiative_R = radiative_B * high_density**2
tau_equal = high_density / trap_R
tau_n_type = minority_density / (trap_density * rates["n-type"])
tau_p_type = minority_density / (trap_density * rates["p-type"])
tau_radiative = 1 / (radiative_B * high_density)
assert trap_R < 0.1 * radiative_R
assert tau_n_type < 0.1 * tau_radiative
assert tau_p_type > 10 * tau_radiative
assert donor_total > 5 * C_total
assert no_coulomb_total > 10 * C_total

# Size of two omitted effects
peak_energy = y_peak * kT
extra_phonons = round(peak_energy / phonon)
kinetic_factor = (explicit_weight(q_mid + extra_phonons)
                  / explicit_weight(q_mid))
permittivity = dielectric * const.epsilon_0
turning_nm = const.e / (4 * np.pi * permittivity * peak_energy) * 1e9
debye_nm = np.sqrt(permittivity * kT
                   / (const.e * 2 * high_density * 1e6)) * 1e9
assert kinetic_factor < 1
assert debye_nm > 5 * turning_nm


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Thermal energy kT", kT, "eV")
show("Gap", gap, "eV")
show("Phonon energy", phonon, "eV")
show("Huang-Rhys factor S", S)
show("Coupling u", coupling_A3, "eV^2 A^3")
show("Carrier mass / electron mass", mass_ratio)
show("Dielectric constant", dielectric)
show("Band density Nc = Nv", band_density, "cm^-3")
show("Intrinsic density ni", ni, "cm^-3")
show("Defect density", trap_density, "cm^-3")
show("Radiative coefficient B", radiative_B, "cm^3/s")
show("High carrier density", high_density, "cm^-3")
show("Minority density in doped cases", minority_density, "cm^-3")
show("Thermal phonon number", occupation)
show("Phonons per capture at midgap", q_mid)
show("Phonon weight at midgap", phonon_weight(q_mid))
show("Carrier Rydberg energy", carrier_rydberg, "eV")
show("Coulomb parameter a for |Z|=1", a_one)
show("Saddle position y0", y_peak)
show("Coulomb factor, electron at D-", s_repel)
show("Same factor, saddle estimate", s_repel_saddle)
show("Coulomb factor, hole at D2-", s_attract2)
show("Same factor, simple estimate", s_attract2_simple)
show("Capture coefficient without Coulomb", C_bare, "cm^3/s")
show("Acceptor Cn", Cn, "cm^3/s")
show("Acceptor Cp", Cp, "cm^3/s")
show("Acceptor Cp/Cn", Cp / Cn)
show("Acceptor total coefficient, n=p", C_total, "cm^3/s")
show("Total without Coulomb, n=p", no_coulomb_total, "cm^3/s")
show("Loss factor due to Coulomb", no_coulomb_total / C_total)
show("Fraction in D2-, n=p", filled["equal"])
show("Least re-emission: level above midgap", best_shift, "eV")
show("Defect recombination rate, n=p", trap_R, "cm^-3 s^-1")
show("Radiative rate, n=p", radiative_R, "cm^-3 s^-1")
show("Defect/radiative rate, n=p", trap_R / radiative_R)
show("Defect lifetime, n=p", tau_equal * 1e6, "us")
show("n-type: electron capture rate Cn*n", Cn * high_density, "s^-1")
show("n-type: hole capture rate Cp*p", Cp * minority_density, "s^-1")
show("n-type: defect hole lifetime", tau_n_type * 1e6, "us")
show("p-type: defect electron lifetime", tau_p_type * 1e6, "us")
show("Radiative lifetime, all three cases", tau_radiative * 1e6, "us")
show("Donor level above midgap", donor_shift, "eV")
show("Donor: phonons in electron capture", q_mid - q_shift)
show("Donor: phonons in hole capture", q_mid + q_shift)
show("Donor: Coulomb factor, electron at D+", s_attract1)
show("Donor Cn", donor_Cn, "cm^3/s")
show("Donor Cp", donor_Cp, "cm^3/s")
show("Donor total coefficient, n=p", donor_total, "cm^3/s")
show("Donor/acceptor total, n=p", donor_total / C_total)
show("Dominant energy of repelled electrons", peak_energy, "eV")
show("Extra phonons at that energy, rounded", extra_phonons)
show("Phonon-weight factor from extra phonons", kinetic_factor)
show("Turning distance at that energy", turning_nm, "nm")
show("Debye length, n=p", debye_nm, "nm")
print("PASS")
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Gap: 1.2 eV
Phonon energy: 0.03 eV
Huang-Rhys factor S: 12
Coupling u: 1 eV^2 A^3
Carrier mass / electron mass: 0.5
Dielectric constant: 10
Band density Nc = Nv: 1e+19 cm^-3
Intrinsic density ni: 8.3261e+08 cm^-3
Defect density: 1e+15 cm^-3
Radiative coefficient B: 1e-10 cm^3/s
High carrier density: 1e+16 cm^-3
Minority density in doped cases: 1e+11 cm^-3
Thermal phonon number: 0.45633
Phonons per capture at midgap: 20
Phonon weight at midgap: 0.020382
Carrier Rydberg energy: 0.068028 eV
Coulomb parameter a for |Z|=1: 10.192
Saddle position y0: 2.9614
Coulomb factor, electron at D-: 0.0059075
Same factor, saddle estimate: 0.0056125
Coulomb factor, hole at D2-: 23.002
Same factor, simple estimate: 23.002
Capture coefficient without Coulomb: 6.4853e-09 cm^3/s
Acceptor Cn: 3.8312e-11 cm^3/s
Acceptor Cp: 1.4917e-07 cm^3/s
Acceptor Cp/Cn: 3893.7
Acceptor total coefficient, n=p: 3.8302e-11 cm^3/s
Total without Coulomb, n=p: 3.2427e-09 cm^3/s
Loss factor due to Coulomb: 84.66
Fraction in D2-, n=p: 0.00025684
Least re-emission: level above midgap: 0.10686 eV
Defect recombination rate, n=p: 3.8302e+20 cm^-3 s^-1
Radiative rate, n=p: 1e+22 cm^-3 s^-1
Defect/radiative rate, n=p: 0.038302
Defect lifetime, n=p: 26.108 us
n-type: electron capture rate Cn*n: 3.8312e+05 s^-1
n-type: hole capture rate Cp*p: 14917 s^-1
n-type: defect hole lifetime: 0.0069667 us
p-type: defect electron lifetime: 26.101 us
Radiative lifetime, all three cases: 1 us
Donor level above midgap: 0.15 eV
Donor: phonons in electron capture: 15
Donor: phonons in hole capture: 25
Donor: Coulomb factor, electron at D+: 11.507
Donor Cn: 2.4336e-07 cm^3/s
Donor Cp: 8.1327e-10 cm^3/s
Donor total coefficient, n=p: 8.1054e-10 cm^3/s
Donor/acceptor total, n=p: 21.162
Dominant energy of repelled electrons: 0.076558 eV
Extra phonons at that energy, rounded: 3
Phonon-weight factor from extra phonons: 0.31797
Turning distance at that energy: 1.8809 nm
Debye length, n=p: 26.727 nm
PASS
```
